# Balanced sublattices do not exclude zero modes in nanographenes

Suppose that a nanographene with 19 sites on each sublattice is declared a closed-shell molecule because 19 equals 19. If the molecule is Clar's goblet, the declaration fails at the first step. In the nearest-neighbour model two levels lie at zero energy, and the last two electrons have no bonding level to enter. A calculation that forces them into one doubly occupied orbital then starts from the wrong kind of state, and with the parameters used below this closed shell lies above the triplet, so that singlet and triplet come out in the wrong order.

The belief behind the declaration is that zero modes need a sublattice imbalance. There is a correct theorem close to it, which is why it tempts. The theorem gives a lower bound on the number of zero modes, and the belief reads the bound as a value.

## The model and the correct bound

Take a finite piece of the honeycomb lattice with one $p$ orbital per carbon site, orthogonal orbitals, equal site energies set to zero, and hopping $-t$ with $t>0$ between nearest neighbours. Sublattice A has $N_A$ sites, sublattice B has $N_B$, and $N=N_A+N_B$. Every bond joins an A site to a B site, so with the A sites listed first

$$H=-t\begin{pmatrix}0&B\\B^{T}&0\end{pmatrix},$$

where $B_{ab}=1$ if $a$ and $b$ are bonded and $0$ otherwise. A zero mode $(\psi_A,\psi_B)$ obeys $B\psi_B=0$ and $B^T\psi_A=0$. These are separate conditions, so zero modes can be chosen to live on one sublattice each. With $r=\operatorname{rank}B$ their numbers are

$$\eta_A=N_A-r,\qquad \eta_B=N_B-r,\qquad \eta=N-2r .$$

Since $r$ cannot exceed the smaller of $N_A$ and $N_B$, it follows that $\eta\ge|N_A-N_B|$. Triangulene, a triangle of six hexagons, has $N_A=12$ and $N_B=10$, hence at least two zero modes, and it has two.

For $N_A=N_B$ the bound says $\eta\ge0$, which is no information. What balance does give is $\eta_A=\eta_B$: zero modes, if there are any, come in pairs, one on each sublattice. Whether there are any depends on the rank of $B$, and that has to be found from the shape of the molecule.

## From rank to matchings and independent sets

A matching is a set of bonds of which no two share a site. Let $\nu$ be the largest possible number of bonds in a matching. In chemical terms, $\nu$ is the largest number of double bonds that can be drawn at once. An independent set is a set of sites of which no two are bonded; let $\alpha$ be the size of the largest one.

**The rank is at most $\nu$.** If $B$ has rank $r$, some $r\times r$ submatrix has a nonzero determinant. At least one term in the expansion of that determinant is nonzero. The term is a product of $r$ entries from different rows and different columns, that is, $r$ bonds without a common site. Hence $r\le\nu$, and

$$\eta\ge N-2\nu .$$

This used no property of the honeycomb beyond its two sublattices, and it holds for any values of the hopping on the bonds.

**The two sizes are tied by $\alpha=N-\nu$.** Fix a largest matching. An independent set contains at most one site of each matched bond, so it omits at least $\nu$ sites, and $\alpha\le N-\nu$.

To reach equality, start from all unmatched A sites and walk along alternating paths: an unmatched bond from A to B, a matched bond from B to A, and so on. Let $R_A$ and $R_B$ be the sites reached, with the starting sites included in $R_A$. Three facts follow.

1. Every site of $R_B$ is matched. Otherwise the path to it would begin and end at unmatched sites, and exchanging matched and unmatched bonds along it would give a larger matching.
2. The partners of $R_B$, together with the starting sites, make up $R_A$. There are $N_A-\nu$ starting sites, so $|R_A|=|R_B|+N_A-\nu$.
3. All neighbours of $R_A$ lie in $R_B$. A neighbour across an unmatched bond can be reached by one more step, and a neighbour across a matched bond is the site from which the A site was reached.

By the third fact, $R_A$ together with the B sites outside $R_B$ is an independent set. By the second, its size is

$$|R_A|+N_B-|R_B|=N_A+N_B-\nu=N-\nu .$$

So $\alpha=N-\nu$, and $N-2\nu=2\alpha-N$. The bound becomes $\eta\ge2\alpha-N$. An independent set with more than half the sites forces zero modes, whatever the sublattice count. One full sublattice is an independent set, which returns the imbalance bound as a special case; a set that takes A sites in one region and B sites in another may be larger.

## Why equality holds without holes

The rank could still be smaller than $\nu$ if the terms of every relevant determinant cancelled. They do not, provided that the piece has no holes, meaning that every bounded face is a single hexagon. The proof has two parts.

**Unmatched sites can be moved to the rim.** Suppose that a largest matching leaves an A site $u$ unmatched and that $u$ has three neighbours. Build $R_A$ and $R_B$ as before, but starting from $u$ alone. Now $|R_A|=|R_B|+1$, and all bonds from $R_A$ end in $R_B$. If every site of $R_A$ had three neighbours, there would be $3|R_A|$ such bonds. The sites of $R_B$ can receive at most $3|R_B|=3|R_A|-3$, a contradiction. So $R_A$ contains a site $w$ with fewer than three neighbours.

Exchange matched and unmatched bonds along the alternating path from $u$ to $w$. The matching keeps its size, $u$ becomes matched, $w$ becomes unmatched, and no other site changes its status. Repeating this, also with A and B interchanged, leaves only unmatched sites with fewer than three neighbours.

Such a site cannot lie strictly inside a closed cycle of bonds. All faces around an enclosed site are bounded, so they are hexagons, and three hexagon corners of 120° fill the full angle. An enclosed site therefore has three neighbours.

**All terms have the same sign.** Delete the unmatched sites. The remaining $2\nu$ sites have a perfect matching, and their square matrix $B'$ has a determinant in which each nonzero term is one perfect matching with a sign. Superpose two perfect matchings. They share some bonds, and the rest form closed cycles on which the two alternate. On a cycle of length $\ell$ the two assignments of B sites to A sites differ by a cyclic permutation of $\ell/2$ objects, whose sign is $(-1)^{\ell/2-1}$.

Let the cycle enclose $h$ hexagons and, strictly inside, $n$ sites. Counting the cycle and its interior, there are $\ell+n$ sites. Each hexagon has six edges, inner bonds are counted twice and cycle bonds once, so there are $(6h+\ell)/2$ bonds. Euler's relation, sites minus bonds plus bounded faces equals one, gives

$$\ell+n-\frac{6h+\ell}{2}+h=1\quad\Longrightarrow\quad\frac{\ell}{2}=2h+1-n .$$

None of the $n$ enclosed sites was deleted, because the deleted ones lie inside no cycle. The sites on the cycle are matched along it, and bonds cannot cross it, so the enclosed sites are matched among themselves. Hence $n$ is even, $\ell/2$ is odd, and the relative sign is $+1$.

All terms add. For unit bonds $|\det B'|$ is the number of perfect matchings of the remaining sites, which is at least one. Thus $r=\nu$, and for hole-free pieces

$$\boxed{\eta=N-2\nu=2\alpha-N}$$

Unequal positive hoppings change the sizes of the terms but not their signs, so the result survives bond disorder. It does not survive unequal site energies $\varepsilon_i$. If a sublattice carries a single zero mode $\psi$, as in the goblet below, they shift it to first order by $\sum_i\varepsilon_i\psi_i^2$; several zero modes on one sublattice are in general also mixed with each other.

The rule was tested by obtaining $\eta$ from singular values, $\alpha$ from integer optimization and $\nu$ from a matching algorithm. They agreed for 245 pieces of one to five hexagons, with orientations counted separately, and for 237 larger random pieces. Of the latter, 92 were balanced, and 6 of these had zero modes. About half of the random pieces were grown from the goblet itself, so these numbers say nothing about how frequent such molecules are.

## Clar's goblet by hand

The goblet consists of rows of 3, 2, 1, 2 and 3 hexagons, stacked symmetrically, with two vertical bonds in the single hexagon of the waist. Cut these two bonds. With heights measured in bond lengths from the waist, the upper half contains:

- A sites: 3 at height 4.0, 4 at 2.5 and 3 at 1.0, in all 10;
- B sites: 4 at height 3.5, 3 at 2.0 and 2 at 0.5, in all 9.

The lower half is the mirror image with A and B exchanged: 9 A and 10 B. The total is 19 + 19. Each half is unbalanced, and the two imbalances cancel in the sum.

The cut bonds start from the two upper B sites at height 0.5 and end on lower A sites. No bond joins an upper A site to a lower B site. The 10 upper A sites and 10 lower B sites therefore form an independent set of 20 sites, and

$$\eta\ge2\times20-38=2 .$$

The same fact appears when one tries to draw double bonds. If $x$ of them cross the cut, they use up $x$ upper B sites, and the other $9-x$ must pair with all 10 upper A sites. This requires $x=-1$, which is impossible.

For the opposite bound, 18 double bonds can be drawn. In the upper half, number the sites of each row from the left.

- Pair the three A sites at 4.0 with the first three B sites at 3.5.
- Pair the fourth B site at 3.5 with the fourth A site at 2.5, directly below it.
- Pair the first three A sites at 2.5 with the three B sites at 2.0.
- Pair the first two A sites at 1.0 with the two B sites at 0.5.

That makes $3+1+3+2=9$ bonds, with one A site left over. The mirror image supplies nine more. Hence $\nu=18$, $\alpha=20$ and $\eta=2$, with one mode on each sublattice.

The A mode can be written down. Call its amplitudes $a_1,a_2,a_3$ at height 4.0, $b_1,\dots,b_4$ at 2.5 and $c_1,c_2,c_3$ at 1.0, and set it to zero on the lower half. The amplitudes around each B site must sum to zero. The B sites at 3.5 give

$$b_1=-a_1,\quad b_2=-a_1-a_2,\quad b_3=-a_2-a_3,\quad b_4=-a_3 .$$

Those at 2.0 give $c_j=-b_j-b_{j+1}$, so

$$c_1=2a_1+a_2,\quad c_2=a_1+2a_2+a_3,\quad c_3=a_2+2a_3 .$$

Those at 0.5 require $c_1+c_2=0$ and $c_2+c_3=0$:

$$3a_1+3a_2+a_3=0,\qquad a_1+3a_2+3a_3=0 .$$

Subtraction gives $a_1=a_3$, and then $4a_1+3a_2=0$. In integers,

$$a=(3,-4,3),\quad b=(-3,1,1,-3),\quad c=(2,-2,2).$$

The lower B sites touch lower A sites only, where the amplitude vanishes, so their conditions hold too. The squared norm is $34+20+12=66$. The mirror image is the B mode. The two modes share no site, and for a bond length of 1.42 Å their centres are 8.52 Å apart.

## Two neighbouring cases

Add one hexagon on each side of the waist, so that the rows read 3, 2, 3, 2, 3. The molecule now has 21 + 21 sites. The upper half has gained two B sites and holds 10 A and 11 B, and four bonds cross the cut. The count of double bonds across it becomes $x=11-10=1$, which is allowed. A full pairing exists: the site left over in each half (an A site above, a B site below) pairs with the new site beside it on the right, and the two new sites on the left pair with each other. Hence $\eta=0$. Both molecules are balanced, and one has two zero modes while the other has none.

The second case shows what a hole can do. Three hexagons around a common site form phenalenyl. Remove the central site, and a ring of 12 sites remains, 6 on each sublattice. It has two perfect matchings, so $\nu=6$ and $2\alpha-N=0$. But $\ell/2=6$ is even, the two terms in the determinant have opposite signs, and $\det B=1-1=0$. The ring has two zero modes that the matching rule does not count. If its bonds alternate between two unequal values $s$ and $s'$, the determinant has size $|s^6-s'^6|$ and these modes disappear. The goblet's modes are of a firmer kind: they follow from $r\le\nu$, and random changes of its bonds by up to 20 percent left the nullity at 2.

## What the neglected terms do

Take rough graphene-like values: $t=2.7$ eV, second- and third-neighbour hopping $t_2=0.1$ eV and $t_3=0.3$ eV, entering $H$ with a minus sign like $t$, and on-site repulsion $U=4$ eV. In the nearest-neighbour model the levels next to the zero modes lie at $\pm1.04$ eV.

Third neighbours sit two bond lengths apart on opposite sublattices, so $t_3$ can couple the two modes. The contacts between the upper A sites and the lower B sites are the three vertical pairs at heights $\pm1.0$. Their amplitudes are equal in pairs, so the coupling has size

$$\tau\simeq t_3\,\frac{2^2+2^2+2^2}{66}=\frac{2}{11}\,t_3 .$$

The levels move to $\pm\tau$, a splitting of $2\times0.3\times2/11=0.109$ eV. Full diagonalization gives 0.110 eV. The zero modes are thus not protected against $t_3$, but their splitting stays small compared with the distance from zero to the next level. Second-neighbour hopping joins sites of the same sublattice. It shifts both modes by $+0.209$ eV to first order, equally because of the mirror symmetry, and does not couple them to that order.

Repulsion is the larger effect. Two electrons in the same mode repel with $U_m=U\sum_i\psi_i^4$. The fourth powers of the integer amplitudes sum to 630, so $U_m=4\times630/66^2=0.579$ eV. With the modes recomputed in the presence of $t_3$, the value is 0.556 eV, and $\tau=0.0551$ eV. Because the modes share no site, an on-site repulsion produces neither repulsion nor exchange between them.

Keep just these two modes and two electrons, with the other 36 electrons frozen. In the triplet each mode holds one electron, and the Pauli principle blocks hopping; take its energy as zero. The singlet mixes the state with one electron in each mode and the even combination of the doubly occupied states:

$$\begin{pmatrix}0&2\tau\\2\tau&U_m\end{pmatrix},\qquad E_S=\frac{U_m-\sqrt{U_m^2+16\tau^2}}{2}.$$

The triplet therefore lies above the singlet by

$$J=-E_S=\frac{\sqrt{0.556^2+16\times0.0551^2}-0.556}{2}\ \text{eV}=21\ \text{meV}.$$

The ground state has no net spin, yet it is far from a closed shell. The occupations of the bonding and antibonding combinations of the modes are 1.37 and 0.63, where a closed shell would have 2 and 0. Zero net spin and the absence of unpaired electrons are different statements.

The two-mode value of $J$ is not reliable as a number. With $t$, $t_3$ and $U$ kept and $t_2$ left out, letting 4, 6 and 10 electrons correlate in as many orbitals raises it to 45, 55 and 56 meV, while the occupations change little, to 1.32 and 0.68. The levels outside the pair thus account for more than half of the 56 meV. The last two values are close, but that does not prove convergence to the result for all 38 electrons: 28 of them are still frozen, and their response, which is not computed here, can move the gap in either direction.

## The real molecule

Clar's goblet has been made on a gold surface and studied with a scanning tunnelling microscope at low temperature. The reported excitation from singlet to triplet is roughly 20 meV. The two-mode value lies near it, but this is no support for the two-mode model, since enlarging the set of correlated orbitals moves the gap to 56 meV, and the electrons still frozen there can move it again. The parameters are typical in size but uncertain, and in the two-mode model $J$ depends strongly on them: halving $\tau$ at fixed $U_m$ lowers the gap from 21 to about 5 meV. That model omits whatever the other levels contribute to $J$, so this strong dependence need not carry over to the full molecule. The real molecule also departs from the model through screening by the metal, long-range repulsion and relaxation of the bonds, whose effect on $J$ is not computed here.

Temperature decides whether the singlet is seen alone. The triplet has three states, so its thermal share is $3e^{-J/kT}/(1+3e^{-J/kT})$. With $J=56$ meV it is negligible at 5 K and 0.26 at 300 K, where $kT=25.9$ meV. With $J=21$ meV the share at 300 K would be about 0.57.

For a hole-free nanographene, then, equal sublattices settle one question: the zero modes of the two sublattices are equal in number. To find that number, count how many double bonds can be drawn at once and use $\eta=N-2\nu$. A sufficient sign of zero modes is a cut that leaves opposite surpluses on its two sides while every cut bond ends, on each side, on the sublattice that is in the minority there. The majority sites of the two sides then form an independent set with more than half of all sites. The goblet has such a cut. In the molecule with the wide waist, the cut through the middle is not of this kind. Most of the values computed here are listed in the numerical output below; the others follow from them by the formulas given.

## Computed values

```
piece: N_A, N_B, alpha, nu, 2*alpha-N, nullity (numbers of sites or modes)
benzene: 3, 3, 3, 3, 0, 0
coronene: 12, 12, 12, 12, 0, 0
triangulene: 12, 10, 12, 10, 2, 2
Clar goblet: 19, 19, 20, 18, 2, 2
goblet, wide waist: 21, 21, 21, 21, 0, 0
12-ring with hole: 2*alpha-N = 0, nullity = 2, perfect matchings = 2, |det B| = 0.0
pieces of 1 to 5 hexagons tested (orientations counted apart): 245
random larger pieces tested: 237; balanced: 92; balanced with zero modes: 6
goblet upper half: A sites 10, B sites 9; cut bonds from upper B 2, from upper A 0
goblet without its two unmatched rim sites: perfect matchings 16, |det| 16.000
A mode, row at height 4.0 bonds: [3, -4, 3]
A mode, row at height 2.5 bonds: [-3, 1, 1, -3]
A mode, row at height 1.0 bonds: [2, -2, 2]
A mode squared norm: 66
nullity with random 20 percent bond disorder: 2
inputs: t = 2.7 eV, t2 = 0.1 eV, t3 = 0.3 eV, U = 4.0 eV, bond = 1.42 A
nearest-neighbour model: next levels at +-1.042 eV
distance between centres of the two modes: 8.52 A
mode coupling per t3: 0.18182 (2/11 = 0.18182)
t3 splitting: first order 0.1091 eV, full diagonalization 0.1101 eV
t2 shift, first order, the same for both modes: +0.2091 eV
two-mode model: coupling 0.0551 eV, repulsion in a mode 0.5559 eV, J = 21.02 meV
active space 2 electrons, 2 orbitals: triplet - singlet = 21.02 meV, frontier occupations 1.368, 0.632
active space 4 electrons, 4 orbitals: triplet - singlet = 45.43 meV, frontier occupations 1.354, 0.646
active space 6 electrons, 6 orbitals: triplet - singlet = 55.04 meV, frontier occupations 1.327, 0.673
active space 10 electrons, 10 orbitals: triplet - singlet = 55.56 meV, frontier occupations 1.316, 0.684
at 5 K: kT = 0.431 meV, triplet share (largest active space) = 3.01e-56
at 300 K: kT = 25.852 meV, triplet share (largest active space) = 0.259
```
